# The d-shell interaction tensor in real harmonics, with parameters U and J, part 1

(Sections cited here and not found follow in the later parts.)

A Hubbard correction in the full rotationally invariant form of Section 7 is usually specified by two numbers, \(U\) and \(J\), with the ratio \(F^4/F^2\) fixed separately, but it is evaluated with the \(5^4 = 625\) matrix elements of the interaction between five d orbitals. Two things break when the link between the two numbers and the tensor is set up by guesswork.

The first is rotational invariance. Suppose only the direct integrals \(U_{ab}\) and exchange integrals \(J_{ab}\) are kept and are contracted with the diagonal of the occupation matrix. One spin-up electron in \(d_{xy}\) has occupations \((1,0,0,0,0)\) and correctly gets zero interaction energy. Turning the atom by \(22.5^\circ\) about \(z\) carries the orbital into an equal mixture of \(d_{xy}\) and \(d_{x^2-y^2}\), with diagonal occupations \(\tfrac12,\tfrac12\). The truncated expression now gives \(\tfrac14(U_{ab}-J_{ab})\). With the bare Mn\(^{2+}\) integrals of Section 8 this is \(\tfrac14(23.19-0.53) = 5.67\) eV for a single electron that has nothing to interact with.

The second is the match between the tensor and the double-counting term. A half-filled, fully polarized shell has interaction energy \(10(U-J)\), and the fully localized double counting is meant to cancel it. Only the difference \(U-J\) enters here, so once \(U\) is taken as the mean of all 25 direct integrals, the cancellation holds only if \(J\) is defined by one particular average. If the mean exchange integral between different real orbitals is put into the double counting instead, that number is \(\tfrac57 J\), and a remainder \(10(\tfrac57 J - J)\) survives, which for the same ion is \(10\,(0.880-1.232) = -3.52\) eV.

## 1. Conventions and assumptions

The five orbitals are \(\phi_a(\mathbf r) = R(r)\,S_a(\mathbf n)\), with \(\mathbf n = \mathbf r/r = (x,y,z)\) a unit vector and \(a\) running in the order \(xy,\ yz,\ z^2,\ xz,\ x^2-y^2\):
\[
S_{xy} = \sqrt{\tfrac{15}{4\pi}}\,xy,\quad S_{yz} = \sqrt{\tfrac{15}{4\pi}}\,yz,\quad S_{xz} = \sqrt{\tfrac{15}{4\pi}}\,xz,
\]
\[
S_{z^2} = \sqrt{\tfrac{5}{16\pi}}\,(3z^2-1),\quad S_{x^2-y^2} = \sqrt{\tfrac{15}{16\pi}}\,(x^2-y^2).
\]
Two assumptions carry the whole result. All five orbitals share one real radial function \(R\). The interaction is independent of spin and depends only on the distance, \(v(|\mathbf r-\mathbf r'|)\); it may be the bare Coulomb interaction or an isotropically screened one.

The matrix element is written with the two bra indices first,
\[
U_{abcd} = \langle ab|v|cd\rangle = \iint \phi_a^*(\mathbf r)\,\phi_b^*(\mathbf r')\,v\,\phi_c(\mathbf r)\,\phi_d(\mathbf r')\,d^3r\,d^3r', \tag{1}
\]
so that \(a\) and \(c\) belong to the same electron. An integral code in chemists' order calls this \((ac|bd)\). The Hamiltonian is \(\tfrac12\sum U_{abcd}\,c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{d\sigma'}c_{c\sigma}\). The direct and exchange integrals are \(U_{ab} = U_{abab}\) and \(J_{ab} = U_{abba}\), and on the diagonal they coincide, \(J_{aa} = U_{aa}\). The superscript in \(F^k\) is a label and never a power. Formulas for the Coulomb interaction are in atomic units, and numerical energies are in eV unless marked.

The two parameters are defined by
\[
U = \frac1{25}\sum_{ab}U_{ab},\qquad U-J = \frac1{20}\sum_{ab}\left(U_{ab}-J_{ab}\right). \tag{2}
\]
In the second sum the five diagonal terms are zero, which leaves 20 ordered pairs. Two electrons of opposite spin can occupy any of 25 orbital pairs and have energy \(U_{ab}\); two electrons of equal spin can occupy only the pairs with \(a\ne b\) and have energy \(U_{ab}-J_{ab}\). Equation (2) is the plain mean of the pair energy in each case.

## 2. Radial and angular separation

With \(\mu = \mathbf n\cdot\mathbf n'\), the squared distance is \(r^2+r'^2-2rr'\mu\). At fixed \(r, r'\) the interaction is a function of \(\mu\) on \([-1,1]\) and has a Legendre expansion,
\[
v = \sum_{k\ge0} v_k(r,r')\,P_k(\mu),\qquad v_k(r,r') = \frac{2k+1}{2}\int_{-1}^{1} v\,P_k(\mu)\,d\mu. \tag{3}
\]
For the Coulomb interaction, let \(r_<\) and \(r_>\) be the smaller and larger radius and \(t = r_</r_>\). Then \(1/|\mathbf r-\mathbf r'| = r_>^{-1}(1-2t\mu+t^2)^{-1/2}\), and the generating function \((1-2t\mu+t^2)^{-1/2} = \sum_k t^kP_k(\mu)\) gives \(v_k = r_<^k/r_>^{k+1}\).

Inserting (3) into (1) and writing \(d^3r = r^2dr\,d\Omega\) splits every term into a radial and an angular factor:
\[
U_{abcd} = \sum_k a_k(abcd)\,F^k,\qquad F^k = \iint R^2(r)\,R^2(r')\,v_k(r,r')\,r^2r'^2\,dr\,dr', \tag{4}
\]
\[
a_k(abcd) = \iint S_a(\mathbf n)S_c(\mathbf n)\,P_k(\mathbf n\cdot\mathbf n')\,S_b(\mathbf n')S_d(\mathbf n')\,d\Omega\,d\Omega'. \tag{5}
\]
The common radial function is what makes \(F^k\) independent of the orbital indices. Nothing here uses the normalization of \(R\).

## 3. The addition theorem and the surviving multipoles

Let \(H_k\) be the space of harmonic homogeneous polynomials of degree \(k\), restricted to the unit sphere. Three properties are needed.

Its dimension is \(2k+1\). Write such a polynomial as \(\sum_j z^jp_j(x,y)\) with \(p_j\) of degree \(k-j\). The coefficient of \(z^j\) in Laplace's equation is \((j+1)(j+2)p_{j+2} + (\partial_x^2+\partial_y^2)p_j = 0\), so \(p_0\) and \(p_1\) are free and fix the rest. They have \(k+1\) and \(k\) coefficients.

Spaces of different \(k\) are orthogonal. Putting \(r^kf(\mathbf n)\) into \(\nabla^2 = r^{-2}\partial_rr^2\partial_r + r^{-2}\Delta_\Omega\) gives \(\Delta_\Omega f = -k(k+1)f\), and eigenfunctions of the symmetric operator \(\Delta_\Omega\) with different eigenvalues are orthogonal.

It is mapped into itself by a rotation \(\mathcal R\), because the Laplacian and the degree are unchanged. For a real orthonormal basis \(S_{kq}\) this means \(S_{kq}(\mathcal R\mathbf n) = \sum_{q'}D_{qq'}S_{kq'}(\mathbf n)\), and \(D\) is orthogonal because \(d\Omega\) is invariant.

Consider \(K(\mathbf n,\mathbf n') = \sum_qS_{kq}(\mathbf n)S_{kq}(\mathbf n')\). Since \(D^TD = 1\), \(K(\mathcal R\mathbf n,\mathcal R\mathbf n') = K(\mathbf n,\mathbf n')\). Any two pairs of unit vectors with the same angle are related by a rotation, so \(K = f(\mu)\). With \(\mathbf n' = \hat{\mathbf z}\), \(f(\cos\theta)\) is an element of \(H_k\) that does not depend on the azimuth, and the eigenvalue equation reduces to Legendre's equation \([(1-\mu^2)f']' + k(k+1)f = 0\). The function \(f\) is a polynomial in \(\mu\), as restriction to the great circle \(y=0\) shows: it is even in \(x\), and \(x^2 = 1-\mu^2\). The recursion for the power-series coefficients, \((j+1)(j+2)f_{j+2} = [j(j+1)-k(k+1)]f_j\), terminates only for the series with the parity of \(k\), so \(f = \kappa P_k\). Setting \(\mathbf n = \mathbf n'\), using \(P_k(1) = 1\) and integrating gives \(4\pi \kappa = 2k+1\). Hence
\[
P_k(\mathbf n\cdot\mathbf n') = \frac{4\pi}{2k+1}\sum_qS_{kq}(\mathbf n)S_{kq}(\mathbf n'). \tag{6}
\]
Orthonormality also gives \(\int K(\mathbf n,\hat{\mathbf z})^2d\Omega = K(\hat{\mathbf z},\hat{\mathbf z})\), that is \(2\pi \kappa^2\int P_k^2d\mu = \kappa\), or \(\int_{-1}^1P_k^2\,d\mu = 2/(2k+1)\), the norm used in (3).

With (6), the double integral (5) factorizes:
\[
a_k(abcd) = \frac{4\pi}{2k+1}\sum_qG_{ac}^{kq}\,G_{bd}^{kq},\qquad G_{ac}^{kq} = \int S_aS_c\,S_{kq}\,d\Omega. \tag{7}
\]
The product \(S_aS_c\) is the restriction of a homogeneous polynomial of degree 4, a space with 15 coefficients. The polynomials \(h_4 + r^2h_2 + r^4h_0\), with \(h_k\) harmonic of degree \(k\), form a subspace of dimension \(9+5+1 = 15\), since the three parts are orthogonal on the sphere and so independent. They therefore fill the space. The product \(S_aS_c\) lies in \(H_0\oplus H_2\oplus H_4\), and \(a_k = 0\) for every other \(k\). The sum (4) has exactly three terms.

Rotating all four orbitals in (5) and changing variables \(\mathbf n\to\mathcal R^{-1}\mathbf n\), \(\mathbf n'\to\mathcal R^{-1}\mathbf n'\) leaves \(P_k(\mathbf n\cdot\mathbf n')\) and the measure unchanged. Each \(a_k\) is thus an invariant tensor under the \(5\times5\) matrices \(D(\mathcal R)\). These form a three-parameter subgroup of the ten-parameter group O(5). The coefficient \(a_0\) is invariant under the larger group as well, but Section 5 shows that \(a_2\) is not.

For real orbitals (5) also shows the symmetries \(U_{abcd} = U_{cbad} = U_{adcb} = U_{badc}\).

## 4. Closed form of the angular coefficients

### Matrix representation

Every real d function is \(S_a = \sqrt{15/8\pi}\;\mathbf n^TQ_a\mathbf n\) with \(Q_a\) symmetric and traceless. With Cartesian unit vectors \(e_i\),
\[
Q_{ij} = \frac{e_ie_j^T+e_je_i^T}{\sqrt2}\ \ (ij = xy, yz, xz),\qquad Q_{z^2} = \frac{\mathrm{diag}(-1,-1,2)}{\sqrt6},\qquad Q_{x^2-y^2} = \frac{\mathrm{diag}(1,-1,0)}{\sqrt2}.
\]
For example \(\mathbf n^TQ_{xy}\mathbf n = \sqrt2\,xy\), and \(\sqrt{15/8\pi}\,\sqrt2 = \sqrt{15/4\pi}\). For \(z^2\), \(\mathbf n^TQ\mathbf n = (3z^2-1)/\sqrt6\) and \(15/(8\pi\cdot6) = 5/16\pi\). Direct multiplication gives \(\mathrm{tr}\,Q_aQ_b = \delta_{ab}\), so the \(Q_a\) are an orthonormal basis of the symmetric traceless matrices.

### Sphere moments

Let \(\langle\cdot\rangle = \int\cdot\,d\Omega/4\pi\). For any vector \(\mathbf u\), taking the polar axis along it gives \(\langle(\mathbf u\cdot\mathbf n)^{2p}\rangle = |\mathbf u|^{2p}\,\tfrac12\int\mu^{2p}d\mu = |\mathbf u|^{2p}/(2p+1)\). The sum over all \((2p-1)!!\) ways of pairing \(2p\) indices into Kronecker deltas is a fully symmetric tensor, and its contraction with \(2p\) copies of \(\mathbf u\) is \((2p-1)!!\,|\mathbf u|^{2p}\). A fully symmetric tensor is fixed by this contraction, because its components are the coefficients of the resulting polynomial in \(\mathbf u\). Therefore
\[
\langle n_{i_1}\cdots n_{i_{2p}}\rangle = \frac{1}{(2p+1)!!}\sum_{\text{pairings}}\delta\cdots\delta, \tag{8}
\]
with denominators 15, 105 and 945 for \(p = 2, 3, 4\). When (8) is contracted with traceless matrices, a pairing that joins the two indices of one matrix gives a trace and vanishes.

For two matrices \(X,Y\), two of the three pairings survive and each gives \(\mathrm{tr}\,XY\). Then \(\int S_aS_b\,d\Omega = (15/8\pi)(4\pi)(2/15)\,\delta_{ab} = \delta_{ab}\), which confirms the normalization.

For three matrices \(X,Y,Z\), the first index of \(X\) can join any of the 4 indices of \(Y\) and \(Z\). Its second index must join the matrix not yet used, in 2 ways, since otherwise that matrix would be paired with itself. The last two indices join each other. Each of these 8 pairings gives \(\mathrm{tr}\,XYZ\), which is fully symmetric because transposition gives \(\mathrm{tr}\,XYZ = \mathrm{tr}\,ZYX\) and the trace is cyclic. So
\[
\int S_aS_cS_e\,d\Omega = \left(\frac{15}{8\pi}\right)^{3/2}\frac{32\pi}{105}\;t_{ace},\qquad t_{ace} = \mathrm{tr}\,Q_aQ_cQ_e. \tag{9}
\]

### The coefficients \(a_0\) and \(a_2\)

For \(k=0\), \(P_0 = 1\) in (5) and orthonormality give \(a_0(abcd) = \delta_{ac}\delta_{bd}\).

For \(k=2\) the five \(S_e\) are themselves a basis of \(H_2\). Putting (9) into (7), the prefactor is
\[
\frac{4\pi}{5}\cdot\frac{3375}{512\pi^3}\cdot\frac{1024\pi^2}{11025} = \frac{8\cdot3375}{5\cdot11025} = \frac{27000}{55125} = \frac{24}{49}.
\]
The sum over \(e\) can be done. Define the traceless part of the symmetrized product,
\[
M_{ac} = \tfrac12(Q_aQ_c+Q_cQ_a) - \tfrac13\delta_{ac}\,\mathbb 1. \tag{10}
\]
It is symmetric and traceless, and \(\mathrm{tr}\,M_{ac}Q_e = t_{ace}\), so \(M_{ac} = \sum_et_{ace}Q_e\). Orthonormality of the \(Q_e\) then gives
\[
a_2(abcd) = \frac{24}{49}\sum_et_{ace}t_{bde} = \frac{24}{49}\,\mathrm{tr}\,M_{ac}M_{bd}. \tag{11}
\]

### The four-function integral

Take \(X = \sum_a\alpha_aQ_a\), so that \(\mathrm{tr}\,X^2 = |\alpha|^2\). Its eigenvalues add to zero, and squaring that sum shows that their pairwise products add to \(-\tfrac12\mathrm{tr}\,X^2\). The Cayley–Hamilton theorem then reads
\[
X^3 = \tfrac12(\mathrm{tr}\,X^2)\,X + (\det X)\,\mathbb 1, \tag{12}
\]
and multiplying by \(X\) and taking the trace gives \(\mathrm{tr}\,X^4 = \tfrac12(\mathrm{tr}\,X^2)^2\).

In \(\langle(\mathbf n^TX\mathbf n)^4\rangle\) the surviving pairings are of two kinds. The four matrices can split into two couples in 3 ways, each couple joined in 2 ways, which gives \(3\cdot2\cdot2 = 12\) terms \((\mathrm{tr}\,X^2)^2\). Or they form one loop: the second index of the first matrix joins one of 6 indices, the free index of that matrix joins one of 4, the next joins one of 2, and the loop closes, which gives 48 terms \(\mathrm{tr}\,X^4\). The total is \((12+24)|\alpha|^4/945\). Multiplying by \((15/8\pi)^2(4\pi)^2 = 225/4\),
\[
4\pi\int\Big(\sum_a\alpha_aS_a\Big)^4d\Omega = \frac{225}{4}\cdot\frac{36}{945}\,|\alpha|^4 = \frac{15}{7}|\alpha|^4.
\]
The tensor \(\int S_aS_bS_cS_d\) is fully symmetric and so fixed by this quartic form. The symmetric tensor
\[
\Delta_{abcd} = \delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}
\]
has quartic form \(3|\alpha|^4\). Hence
\[
4\pi\int S_aS_bS_cS_d\,d\Omega = \tfrac57\,\Delta_{abcd}. \tag{13}
\]

The interaction has been separated into \(F^0, F^2, F^4\) and angular coefficients, with closed forms for \(a_0\), \(a_2\) and the four-function integral. What remains is to obtain \(a_4\) and the whole tensor, and from it the averages \(U\) and \(J\) and their link to the double counting.
